# Why the local density approximation works beyond slowly varying densities: verification in Python

```python
# Result under test: the exchange-correlation (xc) energy needs only the
# spherical system average of the xc hole. The local density approximation
# (LDA) uses the uniform-gas hole, which has the exact charge, the exact on-top
# exchange depth n/2 and a nearly correct correlated on-top depth; its energy
# is therefore reasonable even in helium, where the density varies rapidly.
# Symbols (hartree atomic units): n density, kF Fermi wave number, rs radius of
# the sphere holding one electron, u electron-electron distance, g0 on-top pair
# function, U Hartree energy, N electron number. Hole depths are positive.
import numpy as np
from numpy.polynomial.legendre import leggauss
from numpy.polynomial.laguerre import laggauss
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import spherical_jn
from pyscf import gto, scf, fci
from pyscf.dft import libxc

pi = np.pi
N = 2
Z = 2
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def panels(edges, order):
    """Composite Gauss-Legendre nodes and weights."""
    x, w = leggauss(order)
    a, b = np.array(edges[:-1], float), np.array(edges[1:], float)
    nodes = 0.5 * (a + b)[:, None] + 0.5 * (b - a)[:, None] * x
    weights = 0.5 * (b - a)[:, None] * w
    return nodes.ravel(), weights.ravel()


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# ---------- helium wave function: exp(-zeta s) sum c s^a t^b u^c ----------
def power_list(top):
    return [(a, b, c) for a in range(top + 1) for b in range(0, top + 1, 2)
            for c in range(top + 1) if a + b + c <= top]


def solve_helium(zeta, powers):
    xs, ws = laggauss(24)
    x, w = panels([0, 1], 12)
    s, p, q = (m.ravel() for m in np.meshgrid(xs / (2 * zeta), x, x,
                                              indexing="ij"))
    u = s * p
    t = u * q
    weight = (ws[:, None, None] / (2 * zeta) * w[:, None] * w).ravel()
    weight = 2 * pi**2 * weight * s * u
    f = np.array([s**a * t**b * u**c for a, b, c in powers])
    pa, pb, pc = np.array(powers, float).T[:, :, None]
    fs, ft, fu = f * (pa / s - zeta), f * pb / t, f * pc / u
    vol = (s**2 - t**2) * u

    def integral(left, factor, right):
        return (left * (weight * factor)) @ right.T

    overlap = integral(f, vol, f)
    cross = (integral(fu, s * (u**2 - t**2), fs)
             + integral(fu, t * (s**2 - u**2), ft))
    kinetic = (integral(fs, vol, fs) + integral(ft, vol, ft)
               + integral(fu, vol, fu) + cross + cross.T)
    nuclear = integral(f, -4 * Z * s * u, f)
    repulsion = integral(f, s**2 - t**2, f)
    d = 1 / np.sqrt(np.diag(overlap))
    dd = np.outer(d, d)
    h = (kinetic + nuclear + repulsion) * dd
    val, vec = eigh(0.5 * (h + h.T), 0.5 * (overlap + overlap.T) * dd)
    c = vec[:, 0] * d
    return val[0], c, [c @ m @ c for m in (kinetic, nuclear, repulsion)]


powers = power_list(5)
zeta = min(np.arange(1.6, 2.5, 0.1), key=lambda z: solve_helium(z, powers)[0])
E_tot, coef, (T_full, V_nuc, V_ee) = solve_helium(zeta, powers)
E_small = solve_helium(zeta, power_list(4))[0]
assert 0 <= E_small - E_tot < 1e-4
assert abs(2 * T_full + V_nuc + V_ee) < 1e-3          # virial theorem
mol = gto.M(atom="He", basis="cc-pvqz", verbose=0)
E_fci = fci.FCI(scf.RHF(mol).run()).kernel()[0]
assert 0 < E_fci - E_tot < 0.003                      # finite orbital basis


def psi(r1, r2, r12):
    s, t = r1 + r2, r1 - r2
    total = 0.0
    for c, (a, b, k) in zip(coef, powers):
        total = total + c * s**a * t**b * r12**k
    return total * np.exp(-zeta * s)


XA, WA = panels([0, 1], 40)
XL, WL = laggauss(24)
XU, WU = panels([0, 1], 10)


def density_from_psi(r):
    r2 = np.concatenate([r * XA, r + XL / (2 * zeta)])
    w2 = np.concatenate([r * WA, WL * np.exp(XL) / (2 * zeta)])
    low = np.abs(r - r2)
    span = r + r2 - low
    u = low[:, None] + span[:, None] * XU
    inner = (psi(r, r2[:, None], u)**2 * u) @ WU * span
    return 4 * pi / r * np.sum(w2 * r2 * inner)


R_MAX = 24.0
grid = R_MAX * np.linspace(0.01, 1, 400)**2
log_n = CubicSpline(grid, np.log([density_from_psi(r) for r in grid]))


def dens(r):
    return np.exp(log_n(np.minimum(r, R_MAX)))


# ---------- exact Kohn-Sham energy parts from the density ----------
r, wr = panels([0, .25, .5, 1, 1.5, 2, 3, 4, 6, 9, 12], 12)
n = dens(r)
vol_r = 4 * pi * r**2 * wr
kF = (3 * pi**2 * n)**(1 / 3)
rs = (3 / (4 * pi * n))**(1 / 3)
assert abs(vol_r @ n - N) < 1e-4
assert abs(-Z * vol_r @ (n / r) - V_nuc) < 1e-3
g0grid = np.concatenate([[0.0], grid])
charge = CubicSpline(g0grid, 4 * pi * g0grid**2 * dens(g0grid)).antiderivative()
outer = CubicSpline(g0grid, 4 * pi * g0grid * dens(g0grid)).antiderivative()


def hartree_potential(x):
    return charge(x) / x + outer(R_MAX) - outer(x)


U = 0.5 * vol_r @ (n * hartree_potential(r))
T_s = vol_r @ (n * log_n(r, 1)**2) / 8
E_x = -U / 2
E_c = E_tot - T_s - V_nuc - U - E_x
E_xc = E_x + E_c
W_xc = V_ee - U
assert T_full > T_s and E_c < 0 and W_xc < E_xc < E_x
s_red = np.abs(log_n(r, 1)) / (2 * kF)
s_mean = vol_r @ (n * s_red) / N
assert s_mean > 0.5                                   # not slowly varying

# ---------- uniform-gas exchange hole ----------


def gas_shape(x):
    return (3 * spherical_jn(1, x) / x)**2


kx, kw = panels([0, 1], 40)
for dist in (0.3, 1.7, 4.0):                          # gas with kF = 1
    gamma = np.sum(kw * kx * np.sin(kx * dist)) / (pi**2 * dist)
    n_one = 1 / (3 * pi**2)
    assert abs(gamma**2 / (2 * n_one) - n_one / 2 * gas_shape(dist)) < 1e-12
X_END = 200
x, wx = panels(np.arange(X_END + 1), 12)
j2 = spherical_jn(1, x)**2
int_charge = wx @ j2 + 1 / (2 * X_END)                # with asymptotic tails
int_energy = wx @ (j2 / x) + 1 / (4 * X_END**2)
gas_charge = 6 / pi * int_charge
assert abs(gas_charge - 1) < 1e-4
assert abs(3 / pi * int_energy - 3 / (4 * pi)) < 1e-5  # energy / kF

# energy constant c in |energy per electron| = c depth^(1/3), unit charge


def energy_constant(q, e):
    return e / q**(2 / 3)


c_gas = energy_constant(36 * pi * int_charge, 18 * pi * int_energy)
y, wy = panels(np.arange(0, 41), 12)
c_exp, c_gauss = [energy_constant(4 * pi * wy @ (y**2 * f),
                                  2 * pi * wy @ (y * f))
                  for f in (np.exp(-y), np.exp(-y**2))]
y1, wy1 = panels([0, 1], 12)
c_sphere = energy_constant(4 * pi * wy1 @ y1**2, 2 * pi * wy1 @ y1)
assert abs(c_sphere - 0.75 * (4 * pi / 3)**(1 / 3)) < 1e-10
assert c_sphere > max(c_gas, c_exp, c_gauss)

# ---------- exchange holes in helium ----------
XW, WW = panels([0, 1], 32)


def sphere_points(center, dist):
    """Distances from nucleus on a sphere around the electron; mean weights."""
    low = np.abs(center - dist)
    span = center + dist - low
    w = low[..., None] + span[..., None] * XW
    weight = span[..., None] * WW * w / (2 * center * dist)[..., None]
    return w, weight


u, wu = panels([0, .25, .5] + list(range(1, 21)), 12)
rr, uu = np.broadcast_arrays(r[:, None], u[None, :])
w_pts, w_wts = sphere_points(rr, uu)
true_full = dens(w_pts) / 2
true_sph = np.sum(w_wts * true_full, axis=-1)
shape = gas_shape(kF[:, None] * u)
gas_hole = n[:, None] / 2 * shape
prob = vol_r * n / N
true_sys, gas_sys = prob @ true_sph, prob @ gas_hole
vol_u = 4 * pi * u**2 * wu
E_x_hole = -N / 2 * np.sum(vol_u / u * true_sys)
E_x_lda = -vol_r @ (n * 3 * kF / (4 * pi))
assert abs(vol_u @ true_sys - 1) < 1e-3
assert abs(E_x_hole - E_x) < 1e-3
assert abs(-N / 2 * np.sum(vol_u / u * gas_sys) / E_x_lda - 1) < 5e-3

# misplaced fraction of hole charge; gas charge beyond the grid is added
missing = 1 - vol_u @ gas_sys
diff_full = np.sum(w_wts * np.abs(true_full - gas_hole[..., None]), axis=-1)
D_point = 0.5 * (prob @ diff_full @ vol_u + missing)
D_sph = 0.5 * (prob @ np.abs(true_sph - gas_hole) @ vol_u + missing)
D_sys = 0.5 * (np.abs(true_sys - gas_sys) @ vol_u + missing)
assert D_sys < 0.8 * D_point


def system_holes(dist):
    w, wt = sphere_points(r, np.full_like(r, dist))
    return (prob @ np.sum(wt * dens(w) / 2, axis=-1),
            prob @ (n / 2 * gas_shape(kF * dist)))


depth = vol_r @ n**2 / (2 * N)
assert all(abs(h / depth - 1) < 0.01 for h in system_holes(1e-3))
bound = N * c_sphere * depth**(1 / 3)
assert abs(E_x) < bound and abs(E_x_lda) < bound

# same on-top value, true density at the second point, but broken sum rule
bad = true_sph * shape
bad_charge = prob @ bad @ vol_u
E_x_bad = -N / 2 * prob @ bad @ (vol_u / u)
assert bad_charge < 0.9
assert abs(E_x_bad - E_x) > abs(E_x_lda - E_x)

# ---------- on-top value with correlation ----------


def g0_model(radius):
    return 0.5 / (1 + 3 * radius / 8)**2


def g0_numeric(radius):
    def rhs(x, chi):
        xv = 1 - 1.5 * x / radius + x**3 / (2 * radius**3)   # x times V(x)
        ratio = chi[0] / x if x > 0 else 1.0
        return [chi[1], xv * ratio]
    sol = solve_ivp(rhs, [0, radius], [0.0, 1.0], rtol=1e-9, atol=1e-11)
    return 0.5 / sol.y[1, -1]**2


assert abs(g0_model(0.5) / g0_numeric(0.5) - 1) < 0.03  # closure of the model
assert abs(g0_model(1.0) / g0_numeric(1.0) - 1) < 0.08
# exact first-order slope: one Coulomb line between two Lindhard bubbles
Q_END = 40
Q, wQ = panels([0, .25, .5, 1, 1.5, 2, 2.5, 3, 4, 6, 10, 20, Q_END], 16)
yy, wyy = panels([0, .05, .1, .2, .4, .6, .8, 1], 16)
Qc = Q[:, None]
v = (1 + Qc / 2) * yy / (1 - yy)
dv = (1 + Qc / 2) * wyy / (1 - yy)**2
log_part = np.log1p(2 * Qc / ((1 - Qc / 2)**2 + v**2))
bubble = 0.5 * (1 + (1 + v**2 - Qc**2 / 4) / (2 * Qc) * log_part
                - v * (np.arctan((1 + Qc / 2) / v)
                       + np.arctan((1 - Qc / 2) / v)))
J = wQ @ (Q * 2 * np.sum(dv * bubble**2, axis=1)) + 4 * pi / 9 / Q_END
slope = 9 * J / (pi**2 * (9 * pi / 4)**(1 / 3))
assert abs(slope - 0.75) < 0.03
ontop_pair = vol_r @ (2 * psi(r, r, 0 * r)**2)
depth_xc = (vol_r @ n**2 - ontop_pair) / N
depth_xc_gas = vol_r @ (n**2 * (1 - g0_model(rs))) / N
assert abs(depth_xc_gas / depth_xc - 1) < 0.12
assert abs(depth_xc_gas - depth_xc) < abs(depth - depth_xc)

# ---------- LDA correlation ----------


def gas_correlation(density):
    out = libxc.eval_xc(",LDA_C_PW", density, spin=0, deriv=1)
    return np.ravel(out[0]), np.ravel(out[1][0])


e_c, v_c = gas_correlation(n)
w_c = 5 * e_c - 3 * v_c                               # 2 e_c + rs de_c/drs
step = 1e-3
up, down = [lam**2 * gas_correlation(n / lam**3)[0]
            for lam in (1 + step, 1 - step)]
assert abs(vol_r @ (n * ((up - down) / (2 * step) - w_c))) < 1e-4
E_c_lda = vol_r @ (n * e_c)
E_xc_lda = E_x_lda + E_c_lda
W_lda = E_x_lda + vol_r @ (n * w_c)
err_x, err_xc, err_w = [100 * (a / b - 1) for a, b in
                        ((E_x_lda, E_x), (E_xc_lda, E_xc), (W_lda, W_xc))]
assert abs(err_x) < 20 and abs(err_xc) < 10 and abs(err_w) < 10
assert abs(err_xc) < abs(err_x)

# ---------- output ----------
show("He total energy", E_tot, "hartree", 5)
show("Kohn-Sham kinetic energy T_s", T_s, "hartree")
show("nuclear attraction", V_nuc, "hartree")
show("Hartree energy U", U, "hartree")
show("electron repulsion <V_ee>", V_ee, "hartree")
show("mean reduced gradient |grad n|/(2 kF n)", s_mean, "", 2)
show("gas exchange-hole charge (magnitude)", gas_charge, "electrons")
print(f"energy constants c: sphere {c_sphere:.3f}, Gaussian {c_gauss:.3f}, "
      f"gas {c_gas:.3f}, exponential {c_exp:.3f}")
one = np.array([1.0])
pw, pwt = sphere_points(one, one)
print("electron at r=1 bohr, exchange-hole depths at u=1 bohr (bohr^-3):")
show("  exact, at nucleus", float(dens(0.0)) / 2)
show("  exact, at r=2 on the outer side", float(dens(2.0)) / 2)
show("  exact, spherical average", np.sum(pwt * dens(pw)) / 2)
n_1 = float(dens(1.0))
show("  gas, every direction", n_1 / 2 * gas_shape((3 * pi**2 * n_1)**(1 / 3)))
show("misplaced hole charge, pointwise", D_point, "", 3)
show("misplaced hole charge, spherical average", D_sph, "", 3)
show("misplaced hole charge, system average", D_sys, "", 3)
show("system-averaged on-top exchange depth", depth, "bohr^-3")
for dist in (0.5, 1.0, 2.0):
    a, b = system_holes(dist)
    print(f"system-averaged depth at u={dist} bohr: exact {a:.4f}, "
          f"gas {b:.4f} bohr^-3")
errors = []
for rad in (0.1, 0.6, 2.0):
    a = -float(hartree_potential(rad)) / 4
    b = -3 * (3 * pi**2 * float(dens(rad)))**(1 / 3) / (4 * pi)
    errors.append(b - a)
    print(f"exchange energy per electron at r={rad} bohr: exact {a:.4f}, "
          f"LDA {b:.4f} hartree")
assert errors[0] < 0 < errors[-1]
show("upper bound on |E_x| from depth and charge", bound, "hartree")
show("E_x exact", E_x, "hartree")
show("E_x from system-averaged exact hole", E_x_hole, "hartree")
show("E_x LDA", E_x_lda, "hartree")
show("E_x LDA error in magnitude", err_x, "%", 1)
show("broken-sum-rule hole: mean charge", bad_charge, "electrons", 3)
show("broken-sum-rule hole: E_x", E_x_bad, "hartree")
show("gas on-top slope, first order", slope, "per bohr of rs")
for rad in (0.5, 1.0):
    print(f"g0 at rs={rad} bohr: closed model {g0_model(rad):.4f}, "
          f"numerical two-body {g0_numeric(rad):.4f}")
show("on-top xc depth, exact He", depth_xc, "bohr^-3")
show("on-top xc depth, gas model", depth_xc_gas, "bohr^-3")
show("E_c exact", E_c, "hartree")
show("E_c LDA", E_c_lda, "hartree")
show("E_xc exact", E_xc, "hartree")
show("E_xc LDA", E_xc_lda, "hartree")
show("E_xc LDA error in magnitude", err_xc, "%", 1)
show("E_xc LDA minus exact", (E_xc_lda - E_xc) * HARTREE_EV, "eV", 2)
show("full-coupling xc potential part, exact", W_xc, "hartree")
show("full-coupling xc potential part, LDA", W_lda, "hartree")
show("full-coupling part, LDA error in magnitude", err_w, "%", 1)
print("success")
```

It prints:

```
He total energy: -2.90372 hartree
Kohn-Sham kinetic energy T_s: 2.8671 hartree
nuclear attraction: -6.7533 hartree
Hartree energy U: 2.0491 hartree
electron repulsion <V_ee>: 0.9458 hartree
mean reduced gradient |grad n|/(2 kF n): 1.29
gas exchange-hole charge (magnitude): 1.0000 electrons
energy constants c: sphere 1.209, Gaussian 1.000, gas 0.931, exponential 0.732
electron at r=1 bohr, exchange-hole depths at u=1 bohr (bohr^-3):
  exact, at nucleus: 1.8093
  exact, at r=2 on the outer side: 0.0022
  exact, spherical average: 0.0663
  gas, every direction: 0.0324
misplaced hole charge, pointwise: 0.583
misplaced hole charge, spherical average: 0.319
misplaced hole charge, system average: 0.239
system-averaged on-top exchange depth: 0.1911 bohr^-3
system-averaged depth at u=0.5 bohr: exact 0.1229, gas 0.1222 bohr^-3
system-averaged depth at u=1.0 bohr: exact 0.0499, gas 0.0370 bohr^-3
system-averaged depth at u=2.0 bohr: exact 0.0055, gas 0.0036 bohr^-3
exchange energy per electron at r=0.1 bohr: exact -0.8286, LDA -0.9938 hartree
exchange energy per electron at r=0.6 bohr: exact -0.6006, LDA -0.5354 hartree
exchange energy per electron at r=2.0 bohr: exact -0.2478, LDA -0.1216 hartree
upper bound on |E_x| from depth and charge: 1.3927 hartree
E_x exact: -1.0246 hartree
E_x from system-averaged exact hole: -1.0246 hartree
E_x LDA: -0.8834 hartree
E_x LDA error in magnitude: -13.8 %
broken-sum-rule hole: mean charge: 0.458 electrons
broken-sum-rule hole: E_x: -0.5672 hartree
gas on-top slope, first order: 0.7317 per bohr of rs
g0 at rs=0.5 bohr: closed model 0.3546, numerical two-body 0.3485
g0 at rs=1.0 bohr: closed model 0.2645, numerical two-body 0.2490
on-top xc depth, exact He: 0.2754 bohr^-3
on-top xc depth, gas model: 0.2621 bohr^-3
E_c exact: -0.0421 hartree
E_c LDA: -0.1124 hartree
E_xc exact: -1.0667 hartree
E_xc LDA: -0.9957 hartree
E_xc LDA error in magnitude: -6.7 %
E_xc LDA minus exact: 1.93 eV
full-coupling xc potential part, exact: -1.1033 hartree
full-coupling xc potential part, LDA: -1.0638 hartree
full-coupling part, LDA error in magnitude: -3.6 %
success
```
